Bias Dependence of Spin Torques in a Tight-Binding Tunnel Junction

**1. The situation**

Two ferromagnets are separated by a thin insulating barrier, and their magnetizations point along unit vectors m_L and m_R at an angle θ. Electrons that tunnel carry spin from one magnet to the other and exert a torque on it. If the magnets are equal and the junction is mirror symmetric, reversing the bias leaves one part of the torque on the right magnet unchanged. The other part in general changes size, and its sign may or may not reverse. The sections below derive this difference.

The model is a single-band chain with hopping −t: a semi-infinite magnet L ending at site 0, barrier sites 1 to N, and a semi-infinite magnet R beginning at site N+1. Transport is coherent, without spin-orbit coupling or spin flips. A magnet site has energy ε₀ − (Δ/2)σ·m, so majority spins point along m. The bias energy is U = μ_L − μ_R, with μ_L = U/2 and μ_R = −U/2. The bands of each lead move with its chemical potential, and the barrier potential drops linearly. For U > 0 electrons flow from L to R. A three-dimensional junction with conserved transverse momentum is a sum of such chains.

**2. From spin current to torque**

Let Q be the spin current, counted positive from L to R, with ħ/2 per spin; it has the unit of energy. On site j of the right magnet the exchange term makes the electron spin precess, and in the steady state

0 = Q_in − Q_out − (Δ/2) m_R×⟨σ_j⟩.

The magnet receives the opposite of the precession term:

torque on site j = (Δ/2) m_R×⟨σ_j⟩ = Q_in − Q_out.

Summed over sites, the torque is the transverse spin current in the barrier minus what survives deep in the magnet. A transmitted transverse spin rotates with phase (k↑ − k↓)x, which depends on energy, so the energy integral removes it at large x. How fast depends on whether the phase is stationary somewhere in the bias window. If the two spin velocities differ throughout the window, sharp Fermi edges leave a tail proportional to 1/x, and the smooth edges of finite temperature speed up the decay, to a degree that depends on the bias. If the window contains the energy where the velocities are equal, midway between the two band centres of the right magnet, the tail falls only about as x^(−1/2) and temperature hardly changes it. For the parameters of section 8 this happens for U above 1 eV.

Without spin-orbit coupling the only directions available are those set by the magnetizations:

Q = a m_L + b m_R + c m_L×m_R.

The b term is longitudinal. The part of m_L transverse to m_R is m_R×(m_L×m_R), of length sinθ. The torque therefore has a damping-like part a sinθ and a field-like part c sinθ.

**3. Removing the barrier**

Let g = (E − H_barrier)⁻¹ be the Green function of the isolated barrier. The amplitude on its first site is

ψ_1 = −t(g_11 ψ_0 + g_1N ψ_{N+1}).

Site 0 feels −tψ_1, which equals t²g_11 ψ_0 + t²g_1N ψ_{N+1}. The barrier thus shifts the energy of the end site by t²g_11 and couples the two ends by

τ = t²g_1N.

At energies below the barrier band both quantities are real, and they do not depend on spin. They do depend on energy, so the relations below hold at each energy, and every factor τ belongs under the energy integral.

Let F_L and F_R be the retarded end-site Green functions, including these shifts but not τ. Each is a spin matrix:

F = F_0 + F_1 σ·m, F_0 = (F_↑ + F_↓)/2, F_1 = (F_↑ − F_↓)/2.

Write F = R − iA/2, where A/2π is the density of states at the end site and R is the reactive part. Both split in the same way into parts with index 0 and 1.

The coupling τ changes the right-end spin at a rate that gives

Q = (iτ/2)⟨c_L†σc_R − c_R†σc_L⟩ = −τ Im⟨c_L†σc_R⟩.

To first order in τ, a state filled from the left with end amplitude φ_L produces F_R τ φ_L on the right. A state filled from the right produces F_L τ φ_R on the left. Summing φφ† over filled states gives ∫dE/2π fA, so

⟨c_L†σc_R⟩ = ∫dE/2π τ Tr σ[f_L F_R A_L + f_R A_R F_L†].

Inserting F_R = R_R − iA_R/2 and F_L† = R_L + iA_L/2 turns the bracket into

−(i/2)(f_L − f_R)A_R A_L + f_L R_R A_L + f_R A_R R_L.

For X = X_0 + X_1σ·m_R and Y = Y_0 + Y_1σ·m_L, the product rule of the Pauli matrices gives

Tr σXY = 2[X_0Y_1 m_L + X_1Y_0 m_R + iX_1Y_1 m_R×m_L].

The first term of the bracket has a prefactor i, so its imaginary part selects m_L and m_R. The other two have real prefactors and select the cross product. With m_R×m_L = −m_L×m_R,

a = (1/2π)∫dE τ²(f_L − f_R) A_R0 A_L1,

b = (1/2π)∫dE τ²(f_L − f_R) A_R1 A_L0,

c = (1/π)∫dE τ²(f_L R_R1 A_L1 + f_R R_L1 A_R1).

**4. First contribution: the damping-like torque**

The coefficient a counts real transfer within the bias window: spin-polarized states on the left times all states on the right. Collinear currents contain the same product. Measured along m_R, the parallel state (m_L = m_R) and the antiparallel state (m_L = −m_R) give

Q_P = b + a, Q_AP = b − a.

Subtraction removes b:

a = (Q_P − Q_AP)/2.

This step uses no symmetry between the magnets. It does require a and b to be independent of angle, which holds at order τ². At the next order, electrons that cross the barrier repeatedly make the coefficients depend on cosθ. The rule is therefore a tunnelling result, with a relative correction of the order of the transmission.

**5. Second contribution: the field-like torque**

The coefficient c combines a density of states on one side with a reactive part on the other. It involves all occupied states and survives at U = 0, where a and b vanish at this order. There it is the interlayer exchange torque. Since ∂H/∂m_R is the sum of −(Δ/2)σ_j, the torque of section 2 equals (∂Ω/∂m_R)×m_R, where Ω is the grand potential. At order τ², Ω = Ω_0 + K m_L·m_R, so that c = K and

Ω(AP) − Ω(P) = −2c.

**6. What mirror symmetry fixes**

Take equal magnets and relabel the sites from right to left. Spins are untouched, the magnetizations change places, U changes sign, and the flow reverses:

Q(U; m_L, m_R) = −Q(−U; m_R, m_L).

Written out, the right side is

−a(−U)m_R − b(−U)m_L + c(−U)m_L×m_R.

Comparing coefficients gives

c(U) = c(−U), a(U) = −b(−U).

No expansion in τ was used, so this holds at any transparency and any angle. In the integral for c, the mirror exchanges the left-filled and right-filled terms; their sum is even although neither need be.

For a the symmetry gives a relation to b and no parity. It does fix the collinear currents. In the parallel state the mirror relation makes Q_P odd. In the antiparallel state it must be followed by a rotation of all spins by π, which adds a second minus sign and makes Q_AP even. The damping-like torque is half the difference of an odd and an even function.

**7. Slope and curvature at low bias**

At small U and low temperature the window has width U and is centred on E = 0, so terms linear in E cancel. By the mirror, τ² is even in U and A_R(U) = A_L(−U). Let A_0, A_1 and their U-derivatives A_0′, A_1′ refer to the left end at E = 0 and U = 0. Then

A_R0 A_L1 ≈ (A_0 − UA_0′)(A_1 + UA_1′) ≈ A_0A_1 + U(A_0A_1′ − A_1A_0′).

With the end-site polarization P = A_1/A_0, the last bracket is A_0²P′, and

a ≈ (τ²A_0²/2π)(PU + P′U²).

The linear term is Q_P/2 and the quadratic term is −Q_AP/2. The product A_L0A_R0 is even in U and has no linear term, so the curvature comes from the change of the left end's polarization with bias.

The sign of P′ can be traced. With E = ε_s − 2t cos k for spin s, an isolated lead has end function −e^{ik}/t. For a thick barrier the end shift is −te^{−κ}, where 2t cosh κ is the barrier site energy measured from E. Hence

A_s = 2 sin k / [t(1 + e^{−2κ} − 2e^{−κ}cos k)].

Differentiation gives dA_s/dk ∝ (1 + e^{−2κ})cos k − 2e^{−κ}, so A_s is largest at cos k = 1/cosh κ. Raising a band lowers its k at fixed E. A minority band with cos k above 1/cosh κ then loses density, while a majority band below it gains. At fixed κ both changes raise P.

There is also a special case. Two wave numbers on opposite sides of the maximum can have equal A_s. Then P = 0, the linear torque vanishes at this order, and the damping-like torque starts as U².

**8. Weighing the parts in numbers**

Take t = 1 eV, band centres 0.4 eV (majority) and 1.6 eV (minority), barrier site energy 5 eV, N = 3, kT = 0.025 eV and θ = 90°. These are round model parameters. Torques are per transverse channel.

At U = 0.2 eV, Q_P = 1.652 μeV and Q_AP = −0.825 μeV, so

a = (1.652 + 0.825)/2 = 1.238 μeV.

The full calculation at 90° gives the same 1.238 μeV. At U = −0.2 eV, Q_P reverses and Q_AP does not:

a = (−1.652 + 0.825)/2 = −0.413 μeV.

Reversing the bias thus changes the damping-like torque by a factor of three in size, while the field-like torque is 4.012 μeV at both biases.

At the Fermi level |τ| = 8.696×10⁻³ eV and A_0 = 1.866 eV⁻¹, so

τ²A_0²/2π = 4.19×10⁻⁵ = 41.9 μeV/eV.

With P = 0.0938 the slope is 3.93 μeV/eV, and with P′ = 0.2396 eV⁻¹ the quadratic coefficient is 10.04 μeV/eV². The full calculation at kT = 0.005 eV agrees with both to better than 0.1%. The positive P′ fits section 7: here cos k is 0.2 for the majority and 0.8 for the minority, on either side of 1/cosh κ = 0.4.

The two terms are equal in size at |U| = P/P′ ≈ 0.39 eV, where the quadratic formula predicts a sign change at negative bias. The table still shows −0.18 μeV at −0.4 eV, so higher powers of U matter there. Among the tabulated negative biases the torque is largest in magnitude near −0.2 eV and then shrinks. It changes sign just beyond the table, between −0.45 and −0.5 eV; from there up to at least |U| = 3 eV, reversing the bias no longer reverses its sign.

The field-like torque is 3.937 μeV at zero bias and 4.248 μeV at ±0.4 eV, a rise of 8%. Equilibrium exchange dominates it throughout this range. Diagonalizing long finite chains gives Ω(AP) − Ω(P) = −7.874 μeV, and half of this with reversed sign is again 3.937 μeV. The antiparallel state is favoured.

**9. Where each statement stops**

*Transparency.* At U = 0.2 eV the error of the half-difference rule, relative to the damping-like torque at 90°, is 1.7×10⁻⁵ for N = 3, where the mean transmission is 2.6×10⁻⁴. For N = 1 it is 0.8% at a transmission of 0.13. From N = 3 to 5 the tests confirm that error and transmission fall nearly in proportion. The ratio of error to transmission depends strongly on bias. For N = 3 the relative error is 1.5×10⁻⁴ at −0.2 eV and about 0.1% at −0.4 eV. At −0.4 eV the torque is seven times smaller than at +0.2 eV, because Q_P and Q_AP nearly cancel, and the absolute error is nine times larger.

Evenness has no such limit. For N = 1, θ = 1.1 rad and U = ±0.3 eV, the field-like torque is 1881 μeV for both signs of bias. The damping-like torque is 956 μeV at one sign and −122 μeV at the other.

*Unequal magnets.* With right-hand band centres at −0.4 and 1.2 eV the mirror is lost. The field-like torque becomes 4.68 μeV at +0.2 eV and 3.90 μeV at −0.2 eV. The half-difference rule survives: it agrees with the τ² formula within the tested 0.5% of the mean size of the collinear currents.

*Thin magnets.* Equating the torque with the barrier spin current needs room for dephasing. At U = −0.2 eV, 5% of the transverse spin current remains after 40 sites and 0.3% after 120. At +0.2 eV the decay is slower: more than a fifth remains after 40 sites and nearly 2% after 120. These are fractions of a total dominated by the field-like part. Measured against the damping-like torque, the remainder after 40 sites is about half at −0.2 eV (0.20 μeV) and four fifths at +0.2 eV (0.99 μeV); after 120 sites it is 3% and 6%. A thinner right magnet would pass part of it on or reflect it, and the torque would then depend on thickness.

Inelastic tunnelling, magnon emission and spin-orbit coupling are outside the model and can change both bias dependences. The full table is in the numerical output.

Table of computed values

```
Hopping t = 1.0 eV, barrier site energy = 5.0 eV
Band centres: majority 0.4 eV, minority 1.6 eV
Barrier sites N = 3, kT = 0.025 eV, angle = 90 deg
Omega(AP)-Omega(P), diagonalization: -7.87392 micro-eV
Same from integrated torque:         -7.87392 micro-eV
Spin currents and torques in micro-eV per channel:
U(eV)     Q_P     Q_AP  halfdiff  damping fieldlike
 -0.4  -4.0216  -3.6586  -0.1815  -0.1813   4.2484
 -0.3  -2.6665  -1.9197  -0.3734  -0.3733   4.1072
 -0.2  -1.6516  -0.8247  -0.4134  -0.4134   4.0124
 -0.1  -0.7925  -0.2028  -0.2949  -0.2948   3.9558
  0.0   0.0000   0.0000   0.0000   0.0000   3.9370
  0.1   0.7925  -0.2028   0.4976   0.4976   3.9558
  0.2   1.6516  -0.8247   1.2381   1.2381   4.0124
  0.3   2.6665  -1.9197   2.2931   2.2931   4.1072
  0.4   4.0216  -3.6586   3.8401   3.8401   4.2484
Leading order at U = 0.2 eV: damping 1.2386, field-like 4.0126 micro-eV
Relative error of half-difference rule at U = 0.2 eV:
  N = 1: 8.100e-03   (mean transmission 1.298e-01)
  N = 2: 3.954e-04   (mean transmission 5.994e-03)
  N = 3: 1.674e-05   (mean transmission 2.628e-04)
  N = 4: 7.099e-07   (mean transmission 1.151e-05)
  N = 5: 3.019e-08   (mean transmission 5.047e-07)
N = 1, angle 1.1 rad, U = +0.3 and -0.3 eV, micro-eV:
  field-like torque: 1880.8166 and 1880.8166
  damping-like torque: 956.1904 and -122.4333
Unequal magnets, right band centres -0.4 and 1.2 eV:
  field-like at U = +0.2, -0.2 eV: 4.6845, 3.9037 micro-eV
Transverse spin current left in right magnet, U = -0.2 eV:
  after  40 sites: 0.04985 of barrier value
  after 120 sites: 0.00345 of barrier value
  after 240 sites: 0.00015 of barrier value
Fermi level: |tau| = 8.69565e-03 eV, A_0 = 1.86604 1/eV
Polarization P = 0.09380, dP/dU = 0.23959 1/eV
Low-bias damping-like torque at kT = 0.005 eV:
  slope: exact 3.9300, formula 3.9309 micro-eV/eV
  U^2 term: exact 10.0423, formula 10.0399 micro-eV/eV^2
```
